\section*{Peak Temperature of a Pulsed Thermal Pole}

\section{The problem}

A power transistor lies in a small island of silicon, separated from the wafer below by a layer of buried oxide. Its temperature responds to heating as a single thermal pole, with resistance $R=892.9$ K/W and time constant $\tau=1\,\mu$s. It dissipates $P=80$ mW for $t_{\rm on}=1\,\mu$s at the start of each period $T=4\,\mu$s, and nothing for the remaining $3\,\mu$s. The wafer is a heat sink at 300 K.

After many periods the temperature repeats itself. What is its peak rise above the sink, as a fraction of the rise that would be reached if the same 80 mW were left on continuously?

The quantities $P$, $R$, $\tau$ and the sink temperature are constant. The letter $\theta$ denotes the rise above the sink. A period of four microseconds is measured from the start of one pulse to the start of the next.

\section{A tempting solution}

With continuous heating, all the power finally flows through the resistance, so
\begin{equation}
\theta_\infty=PR=0.0800\ \mathrm{W}\times 892.9\ \mathrm{K/W}=71.43\ \mathrm{K}.
\end{equation}
With pulses, the device is heated for one quarter of the time and its average power is $P/4=20$ mW. After many periods all transients have died out, so the device has settled at the rise belonging to its average power:
\begin{equation}
\theta=\frac{P}{4}R=\frac{\theta_\infty}{4}=17.86\ \mathrm{K}.
\end{equation}
The answer would be 25 percent.

\section{Where it fails}

The first pulse already contradicts this answer. Let $C=\tau/R$ be the heat capacity of the pole. Stored heat grows at the rate of heating minus the rate of loss:
\begin{equation}
C\frac{d\theta}{dt}=P\,s(t)-\frac{\theta}{R},
\label{balance}
\end{equation}
where $s=1$ during a pulse and $s=0$ otherwise. Multiplication by $R$ gives
\begin{equation}
\tau\frac{d\theta}{dt}=\theta_\infty s(t)-\theta .
\label{pole}
\end{equation}
From a cold start, $\theta=\theta_\infty(1-e^{-t/\tau})$ during the first pulse. At its end the rise is $(1-e^{-1})\theta_\infty=0.632\,\theta_\infty$. Later pulses start from a warmer island, so they cannot end at a lower temperature. The periodic peak is therefore at least 63 percent of $\theta_\infty$.

The average power does determine something. Integrate (\ref{pole}) over one period of the repeating state. The left side gives $\tau[\theta(T)-\theta(0)]=0$, hence
\begin{equation}
0=\theta_\infty t_{\rm on}-\int_0^T\theta\,dt,
\qquad
\bar\theta=\frac1T\int_0^T\theta\,dt=\frac{t_{\rm on}}{T}\theta_\infty .
\label{mean}
\end{equation}
So 25 percent is the correct \emph{mean} rise. The fault lies in the word ``settled'': what has died out is the memory of the cold start, not the variation within each period. Mean and peak nearly agree if the pole is too slow to follow the pulses, and here its time constant equals the pulse length.

\section{The right solution}

\subsection{One period}

Let $\theta_v$ be the rise at the start of a pulse. During the pulse, (\ref{pole}) reads $\tau\,d(\theta-\theta_\infty)/dt=-(\theta-\theta_\infty)$. The distance from $\theta_\infty$ decays exponentially:
\begin{equation}
\theta(t)=\theta_\infty+(\theta_v-\theta_\infty)e^{-t/\tau},
\qquad 0\le t\le t_{\rm on}.
\label{heating}
\end{equation}
Starting from $\theta_v<\theta_\infty$, the temperature rises throughout the pulse. It falls as soon as the power is off. The maximum $\theta_p$ is thus reached at the end of the pulse:
\begin{equation}
\theta_p=\theta_\infty(1-e^{-t_{\rm on}/\tau})+\theta_v e^{-t_{\rm on}/\tau}.
\label{peakone}
\end{equation}
The unheated interval lasts $T-t_{\rm on}$, and at its end
\begin{equation}
\theta_v=\theta_p\,e^{-(T-t_{\rm on})/\tau}.
\label{valley}
\end{equation}
In the repeating state this is the same $\theta_v$ from which the pulse began. Inserting (\ref{valley}) in (\ref{peakone}) multiplies two exponentials, whose exponents add to $-T/\tau$:
\begin{equation}
\theta_p=\theta_\infty(1-e^{-t_{\rm on}/\tau})+\theta_p e^{-T/\tau}.
\end{equation}
Collecting $\theta_p$ on the left and dividing gives
\begin{equation}
r\equiv\frac{\theta_p}{\theta_\infty}
=\frac{1-e^{-t_{\rm on}/\tau}}{1-e^{-T/\tau}} .
\label{ratio}
\end{equation}
For the given times,
\begin{equation}
r=\frac{1-e^{-1}}{1-e^{-4}}=\frac{0.63212}{0.98168}=0.644 .
\end{equation}
The periodic peak is 64 percent of the continuously heated value. In kelvin,
\begin{equation}
\theta_p=0.6439\times71.43\ \mathrm{K}=46.0\ \mathrm{K}.
\end{equation}
The island peaks at about 346 K, while the average-power estimate gives 318 K. The valley is $\theta_v=\theta_p e^{-3}=0.032\,\theta_\infty$, or 2.3 K. The peak rise is 2.58 times the mean rise.

\subsection{How the repeating state is reached}

Let $\theta_N$ be the rise at the end of pulse $N$ after a cold start. The steps that led to (\ref{peakone}) and (\ref{valley}) now connect successive peaks:
\begin{equation}
\theta_N=\theta_\infty(1-e^{-t_{\rm on}/\tau})+g\,\theta_{N-1},
\qquad g=e^{-T/\tau},\quad \theta_0=0 .
\end{equation}
Repeated substitution produces a geometric sum:
\begin{align}
\theta_N&=\theta_\infty(1-e^{-t_{\rm on}/\tau})(1+g+\dots+g^{N-1})\nonumber\\
&=\theta_\infty(1-e^{-t_{\rm on}/\tau})\frac{1-g^N}{1-g}
=r\,\theta_\infty(1-g^N).
\label{build}
\end{align}
Each term $g^n$ is what remains of the pulse $n$ periods earlier. Here $g=e^{-4}$ is about 0.018, so the current pulse supplies nearly the whole peak. The first three peaks are 0.63212, 0.64370 and 0.64391 of $\theta_\infty$. Direct time integration of (\ref{pole}) from a cold start reproduces this build-up and ends at 0.64391.

Lengthening the gap between pulses would therefore change little. If it were four microseconds instead of three, the period would be longer, $g$ smaller, and the ratio would lie between 0.632 and 0.644. Shortening it matters more: with a gap of one microsecond, (\ref{ratio}) gives $(1-e^{-1})/(1-e^{-2})=0.731$.

\subsection{The same result from harmonics}

A second route shows what averaging discards. With $\omega=2\pi/T$, the pulse train is $s(t)=\sum_k c_k e^{ik\omega t}$, where for $k\neq0$
\begin{equation}
c_k=\frac1T\int_0^{t_{\rm on}}e^{-ik\omega t}dt
=\frac{1-e^{-ik\omega t_{\rm on}}}{2\pi i k},
\qquad c_0=\frac{t_{\rm on}}{T}.
\end{equation}
Equation (\ref{pole}) turns each harmonic of the power into one of temperature, divided by $1+ik\omega\tau$. At the end of the pulse, the terms $k$ and $-k$ are complex conjugates, so
\begin{equation}
r=\frac{t_{\rm on}}{T}+2\,\mathrm{Re}\sum_{k=1}^{\infty}
\frac{e^{ik\omega t_{\rm on}}-1}{2\pi i k\,(1+ik\omega\tau)} .
\end{equation}
The tempting solution keeps the first term alone. The sum over harmonics raises 0.25 to 0.64391, in agreement with (\ref{ratio}).

\section{Fast poles, slow poles and several poles}

If $\tau$ is much longer than the period, both exponentials in (\ref{ratio}) can be expanded with $1-e^{-x}\simeq x(1-x/2)$:
\begin{equation}
r\simeq\frac{t_{\rm on}}{T}\,
\frac{1-t_{\rm on}/2\tau}{1-T/2\tau}
\simeq\frac{t_{\rm on}}{T}\left(1+\frac{T-t_{\rm on}}{2\tau}\right).
\end{equation}
This is the regime in which average power gives the peak. For $\tau=100\,\mu$s, with the pulses unchanged, $r=0.254$. In the opposite limit, $\tau\ll t_{\rm on}$, both exponentials vanish and $r\to1$: each pulse is long enough to reach the continuous value.

Between these limits $r$ falls steadily as $\tau$ grows. To see this, put $\sigma=1/\tau$ and differentiate the logarithm of (\ref{ratio}):
\begin{equation}
\frac{d\ln r}{d\sigma}=\frac{t_{\rm on}}{e^{\sigma t_{\rm on}}-1}
-\frac{T}{e^{\sigma T}-1}.
\end{equation}
The function $y/(e^y-1)$ decreases with $y$, because its reciprocal $(e^y-1)/y$ is the average of $e^u$ over $0<u<y$, which increases. Since $t_{\rm on}<T$, the derivative is positive. A larger $\sigma$, that is, a shorter $\tau$, gives a larger ratio, and $t_{\rm on}/T<r<1$. At fixed pulse timing, an error of 20 percent in $\tau$ matters: $r$ is 0.718 for $0.8\,\mu$s and 0.586 for $1.2\,\mu$s.

A real heat path has several poles. For linear heat conduction, the rise at the heated node is a sum of contributions from poles with positive resistances $R_i$ and time constants $\tau_i$. Each contribution obeys (\ref{pole}) with $\theta_\infty$ replaced by $PR_i$, and each peaks at the end of the pulse. The peaks therefore add:
\begin{equation}
\frac{\theta_p}{\theta_\infty}=\frac{\sum_i R_i\,r(\tau_i)}{\sum_i R_i}.
\label{many}
\end{equation}
The total ratio is an average of single-pole ratios, weighted by resistance.

\section{The island behind the pole}

The values of $R$ and $\tau$ belong to an island 20 $\mu$m square on $L=0.50\,\mu$m of buried oxide, covered by another 0.50 $\mu$m of oxide. The model takes as inputs $k_{\rm ox}=1.4$ W/(m\,K) for the conductivity of oxide, and 1.65 and 1.66 MJ/(m$^3$K) for the heat capacities of oxide and silicon. These inputs lie near the real material values, but their last digits are not meant as material data. The heating is uniform over the island. With island area $A$, steady heat flow down through the buried oxide gives
\begin{equation}
R=\frac{L}{k_{\rm ox}A}
=\frac{0.50\times10^{-6}}{1.4\times(20\times10^{-6})^2}
=892.9\ \mathrm{K/W}.
\end{equation}

The heat capacity needs more care, since the buried oxide is hot at the top and cold at the bottom. A single pole switched on from cold has the deficit $\theta_\infty-\theta=\theta_\infty e^{-t/\tau}$, whose time integral is $\theta_\infty\tau$. Let this integral define the mean response time of the layered structure. The deficit $u$ from the steady profile $\theta_s$ obeys the heat equation without a source and starts as $u=\theta_s$. Integrating that equation over all time shows that $U=\int_0^\infty u\,dt$ is a steady temperature profile produced by a fictitious source $c\,\theta_s$, with $c$ the heat capacity per volume.

Sources in the silicon or the covering oxide, where $\theta_s=\theta_\infty$, send their heat through the whole buried oxide. A source at height $z$ above the sink, within the buried oxide, raises the silicon only by $z/k_{\rm ox}$ per unit flux, and there $\theta_s=\theta_\infty z/L$. Therefore
\begin{align}
\tau=\frac{U_{\rm Si}}{\theta_\infty}
&=\frac{L}{k_{\rm ox}}\left(C''_{\rm Si}+C''_{\rm cap}\right)
+\int_0^L c_{\rm ox}\frac zL\,\frac{z}{k_{\rm ox}}\,dz\nonumber\\
&=\frac{L}{k_{\rm ox}}\left(C''_{\rm Si}+C''_{\rm cap}
+\tfrac13c_{\rm ox}L\right),
\end{align}
where $C''$ is heat capacity per area. One third of the buried oxide counts. A response time of 1 $\mu$s requires a total of 2.800 J/(m$^2$K). The covering oxide supplies 0.825 and the buried oxide 0.275, leaving 1.700 for the silicon. Division by its heat capacity gives a thickness of 1.024 $\mu$m. The silicon has been taken as isothermal through this thickness. It is about twice as thick as the buried oxide but conducts about a hundred times better, so even if all the heat enters at its upper surface, the steady temperature drop across it is only about 2 percent of $\theta_\infty$. The pole has $C=1.120$ nJ/K.

This matches the mean response time, but does not make the response a single exponential. Solving for heat diffusion through both oxides gives a slowest pole of 1.03 $\mu$s with 96.5 percent of the resistance. By itself it would have a ratio slightly below 0.644. The remaining poles are faster, have larger ratios, and by (\ref{many}) raise the total to 0.646. For this structure and this pulse timing the single-pole approximation costs little. For pulses much shorter than $1\,\mu$s it underestimates the peak, because the oxides then have no time to take up their full share of the heat.

\section{How far a real device may depart}

The power density, 0.2 mW/$\mu$m$^2$ during the pulse, was chosen to give a rise of tens of kelvin; in the linear model it does not affect the ratio. The following corrections are taken one at a time, with all other parameters held fixed.

\emph{Power that falls with temperature.} A warmer channel has lower mobility. At fixed voltages, with the gate well above threshold, this lowers the current and with it the power; near threshold the current can instead rise with temperature. For the first case take the rough law $P\propto(1+\theta/300\,\mathrm{K})^{-1.5}$, with 80 mW at $\theta=0$. The continuous rise drops from 71.4 to 55.4 K, and the pulsed peak from 46.0 to 40.3 K. Continuous heating reaches the higher temperature and so loses more power. The ratio increases to 0.727 although both temperatures decrease. A circuit that holds the power constant does not have this correction.

\emph{The substrate.} The wafer below the oxide is not a perfect sink. Replace the island by a disc of equal area and radius $a$, sending a uniform flux into a deep substrate of conductivity $k_{\rm Si}$. A point source $Q$ on the surface gives a rise $Q/(2\pi k_{\rm Si}\rho)$ at distance $\rho$, so the mean of $1/\rho$ over pairs of points in the disc is needed. Let $W(a)$ be the integral of $1/\rho$ over all such pairs. A thin ring added at the edge interacts with the disc, and each pair is counted twice. In polar coordinates centred on an edge point, the area element $\rho\,d\rho\,d\phi$ cancels $1/\rho$, leaving the chord length:
\begin{equation}
\frac{dW}{da}=2(2\pi a)\int_{-\pi/2}^{\pi/2}2a\cos\phi\,d\phi
=16\pi a^2,\qquad W=\frac{16\pi a^3}{3}.
\end{equation}
Division by $(\pi a^2)^2$ gives a mean of $16/(3\pi a)$, and
\begin{equation}
R_{\rm sub}=\frac{1}{2\pi k_{\rm Si}}\frac{16}{3\pi a}
=\frac{8}{3\pi^2k_{\rm Si}a}=161.8\ \mathrm{K/W},
\end{equation}
for $k_{\rm Si}=148$ W/(m\,K). This input is close to the conductivity of pure silicon near room temperature, roughly 150 W/(m\,K); doping and heating lower it. The added resistance is 18 percent of $R$. Heat reaches the substrate only through the buried oxide. A very slow substrate feels only the average power and adds the constant rise $PR_{\rm sub}/4$. A very fast one, with negligible heat capacity, is a plain resistance in series, which lengthens the time constant to $(R+R_{\rm sub})C=1.181\,\mu$s. The ratios are
\begin{equation}
\frac{0.6439+0.1812\times0.25}{1.1812}=0.583,
\qquad
\frac{1-e^{-1/1.181}}{1-e^{-4/1.181}}=0.591,
\end{equation}
for a very slow and a very fast substrate. Both refer to the larger continuous rise $P(R+R_{\rm sub})$. The diffusion time $a^2c_{\rm Si}/k_{\rm Si}\simeq1.4\,\mu$s is at neither extreme; solving for island and substrate together gives about 0.58. In each of these cases the substrate lowers the ratio.

\emph{The trench walls.} Suppose that the island is bounded by 1.0 $\mu$m of trench oxide whose far side is at the sink temperature. Conductance is proportional to area over thickness, so the walls add
\begin{equation}
\frac{4\times20\times1.024/1.0}{20^2/0.50}=0.102
\end{equation}
of the conductance of the buried oxide. Both $R$ and $\tau$ are divided by 1.102, if the heat capacity of the trench is neglected. The ratio rises to 0.676, but the continuous value to which it refers has fallen. The peak itself is $0.676/1.102=0.613$ of the original $\theta_\infty$, lower than before. With the heat capacity of the trench included, the ratio is about 0.66 and the peak about 0.60 of the original $\theta_\infty$.

\emph{The oxides.} If the oxide conductivity increases by 0.10 percent per kelvin, a rough value, the linear temperature profile makes the mean increase half of that at the silicon. The ratio becomes 0.661. The heat capacities also rise with temperature, by roughly 0.1 percent per kelvin in silicon and somewhat more in oxide. This lowers the ratio by about 0.01 and cancels much of the increase. A covering oxide of twice the thickness lengthens the mean response time to 1.29 $\mu$s and lowers the ratio to 0.601.

\emph{Uneven heating.} The slowest variation of temperature along the island has the form $\cos(\pi x/w)$, with $w=20\,\mu$m. If only the conduction and heat capacity of the silicon are counted, it decays in the time $w^2c_{\rm Si}/(\pi^2k_{\rm Si})\simeq0.5\,\mu$s. This is not short compared with the pulse. If heat is released mainly at one edge of the transistor, the island has no single temperature during the pulse, and the ratio found here does not describe the hottest point. For the same power released in a strip 2 $\mu$m wide along one edge, the ratio at that edge is about 0.8 and the peak there is about twice the $\theta_\infty$ of uniform heating.

The 64 percent is thus a property of the ideal pole and its timing. The separate estimates above range from 0.58 to 0.73, a range that does not cover uneven heating, and they should not be added as if independent. None of them restores the 25 percent of the tempting solution, which for the ideal pole is the mean.

\section*{Computed values}
\begin{verbatim}
Time constant: 1.0 us
Heating time: 1.0 us
Period: 4.0 us
1 - exp(-t_on/tau): 0.63212
1 - exp(-period/tau): 0.98168
Peak/continuous, formula: 0.64391
Peak/continuous, time integration: 0.64391
Peak/continuous, Fourier sum: 0.64391
Cold start, peak 1/continuous: 0.63212
Cold start, peak 2/continuous: 0.64370
Cold start, peak 3/continuous: 0.64391
Valley/continuous: 0.03206
Mean/continuous: 0.2500
Peak/mean: 2.576
Ratio for tau = 0.8 us: 0.718
Ratio for tau = 1.2 us: 0.586
Ratio for tau = 100 us: 0.254
Oxide conductivity: 1.4 W/(m K)
Oxide heat capacity: 1.65 MJ/(m3 K)
Silicon conductivity: 148 W/(m K)
Silicon heat capacity: 1.66 MJ/(m3 K)
Island side: 20.0 um
Buried oxide thickness: 0.50 um
Covering oxide thickness: 0.50 um
Computed silicon thickness: 1.024 um
Heat capacity per area: 2.800 J/(m2 K)
Thermal resistance: 892.9 K/W
Thermal capacity: 1.120 nJ/K
Pulse power: 80.0 mW
Sink temperature: 300 K
Continuous rise: 71.43 K
Periodic peak rise: 45.99 K
Periodic valley rise: 2.29 K
Periodic mean rise: 17.86 K
Layered model, mean response time: 1.0000 us
Layered model, slowest pole: 1.0335 us
Layered model, weight of slowest pole: 0.9648
Layered model, peak ratio: 0.6461
Double covering oxide, mean time: 1.295 us
Double covering oxide, peak ratio: 0.6007
Substrate spreading resistance: 161.8 K/W
Substrate/buried-oxide resistance: 0.181
Ratio with slow substrate pole: 0.583
Ratio with fast substrate pole: 0.699
Trench thickness: 1.0 um
Trench/buried-oxide conductance: 0.102
Ratio with trench loss: 0.676
Mobility exponent: 1.5
Power feedback, continuous rise: 55.40 K
Power feedback, peak rise: 40.28 K
Power feedback, peak ratio: 0.727
Oxide conductivity slope: 0.10 %/K
Variable oxide, continuous rise: 69.04 K
Variable oxide, peak rise: 45.62 K
Variable oxide, peak ratio: 0.661
Lateral diffusion time in island: 0.455 us
\end{verbatim}
